\section*{Fourier synthesis of two partially coherent rough interfaces}

\section{What symmetry and dimensions fix}

A thin film has a lower face of height $h_1(\mathbf r)$ and an upper face of height $h_2(\mathbf r)$, both measured upward from their mean planes. The heights are taken as real, jointly Gaussian, of zero mean and statistically uniform in the plane. They are wanted on an $N\times N$ periodic grid, $N$ even, with spacing $a$ and area $A=N^2a^2$. Write
\begin{equation}
H_i(\mathbf q)=a^2\sum_{\mathbf r}h_i(\mathbf r)e^{-i\mathbf q\cdot\mathbf r},\qquad
h_i(\mathbf r)=\frac1A\sum_{\mathbf q}H_i(\mathbf q)e^{i\mathbf q\cdot\mathbf r}.
\label{ft}
\end{equation}
The covariance is $C_{ij}(\mathbf s)=\langle h_i(\mathbf r)h_j(\mathbf r+\mathbf s)\rangle$, with spectrum $S_{ij}(\mathbf q)=a^2\sum_{\mathbf s}C_{ij}(\mathbf s)e^{-i\mathbf q\cdot\mathbf s}$. Putting $\mathbf r'=\mathbf r+\mathbf s$ in the product of two amplitudes gives
\begin{align}
\langle H_i^*(\mathbf q)H_j(\mathbf q')\rangle
&=a^4\sum_{\mathbf r}e^{i(\mathbf q-\mathbf q')\cdot\mathbf r}\sum_{\mathbf s}C_{ij}(\mathbf s)e^{-i\mathbf q'\cdot\mathbf s}\nonumber\\
&=a^4N^2\delta_{\mathbf q\mathbf q'}\,\frac{S_{ij}(\mathbf q)}{a^2}=A\,S_{ij}(\mathbf q)\,\delta_{\mathbf q\mathbf q'}.
\label{norm}
\end{align}
Translation symmetry thus makes this average vanish for different wavevectors. Dimensions agree: $H$ is a length cubed, $S$ a length to the fourth power and $A$ a length squared. Each amplitude must be $\sqrt{AS}$ times dimensionless noise of unit variance.

Real heights require $H_i(-\mathbf q)=H_i^*(\mathbf q)$ and $S_{ij}(-\mathbf q)=S_{ij}^*(\mathbf q)$. Exchanging the two points gives $C_{ji}(\mathbf s)=C_{ij}(-\mathbf s)$, so $S_{ji}=S_{ij}^*$. The individual spectra are real and even; the cross-spectrum may be complex. Define the coherence, where $S_{11},S_{22}>0$, by
\begin{equation}
\gamma(\mathbf q)=\frac{S_{12}(\mathbf q)}{\sqrt{S_{11}(\mathbf q)S_{22}(\mathbf q)}},\qquad \gamma(-\mathbf q)=\gamma^*(\mathbf q).
\end{equation}
For any complex $c_1,c_2$, the mean of $|c_1H_1+c_2H_2|^2$ is $A\sum_{ij}c_i^*c_jS_{ij}\ge0$. The $2\times2$ spectral matrix is therefore positive semidefinite, its determinant $S_{11}S_{22}(1-|\gamma|^2)$ is not negative, and $|\gamma|\le1$ at every wavevector. The construction below shows that this condition also suffices.

\section{Why mixing two surfaces is not enough}

The naive scheme adds a copy of the first face to an independent surface: $h_2=\alpha h_1+h'$ with one number $\alpha$. By (\ref{norm}),
\begin{equation}
S_{12}=\alpha S_{11},\qquad S_{22}=\alpha^2S_{11}+S',\qquad \gamma=\alpha\sqrt{S_{11}/S_{22}}.
\end{equation}
Once the two spectra are prescribed, the whole function $\gamma(\mathbf q)$ is fixed up to one factor. Long waves cannot be replicated while short waves are left independent, unless the ratio of the spectra happens to have that form.

The cure is to let $\alpha$ depend on $\mathbf q$. The required cross-spectrum fixes $\alpha=S_{12}/S_{11}=\gamma\sqrt{S_{22}/S_{11}}$. The independent remainder must then have the spectrum $S_{22}-|\alpha|^2S_{11}=S_{22}(1-|\gamma|^2)$. With two independent unit noises $Z_1,Z_2$ this reads
\begin{align}
H_1&=\sqrt{AS_{11}}\,Z_1,\nonumber\\
H_2&=\sqrt{AS_{22}}\left[\gamma Z_1+\sqrt{1-|\gamma|^2}\,Z_2\right].
\label{colour}
\end{align}
Since $\langle|Z_i|^2\rangle=1$ and $\langle Z_1^*Z_2\rangle=0$,
\begin{align}
\langle|H_2|^2\rangle&=AS_{22}\left(|\gamma|^2+1-|\gamma|^2\right)=AS_{22},\\
\langle H_1^*H_2\rangle&=A\sqrt{S_{11}S_{22}}\,\gamma=AS_{12}.
\end{align}
The conjugate stands on $H_1$. Moving it to $H_2$ would replace $\gamma$ by $\gamma^*$ and reverse any lateral offset between the faces.

A second tempting route prescribes the cross-covariance in real space. Take
\begin{equation}
C_{ii}(r)=\Delta_i^2e^{-\sqrt2r/\Lambda_i},\qquad C_{12}(r)=\rho\Delta_1\Delta_2e^{-\sqrt2r/\Lambda_1}.
\end{equation}
The spectra follow from $\int_0^\infty e^{-pr}J_0(qr)\,dr=(p^2+q^2)^{-1/2}$. Differentiating with respect to $-p$ brings down the factor $r$ of the area element, and $p=\sqrt2/\Lambda$ gives
\begin{equation}
S(q)=2\pi\Delta^2\frac{p}{(p^2+q^2)^{3/2}}=\frac{\pi\Delta^2\Lambda^2}{(1+q^2\Lambda^2/2)^{3/2}}.
\label{exp}
\end{equation}
The implied coherence is
\begin{equation}
\gamma(q)=\rho\,\frac{\Lambda_1}{\Lambda_2}\left[\frac{1+q^2\Lambda_2^2/2}{1+q^2\Lambda_1^2/2}\right]^{3/4}.
\end{equation}
For $\Lambda_1=2$ nm, $\Lambda_2=1.5$ nm and $\rho=0.9$, $\gamma(0)=0.9\times2/1.5=1.2$. No such pair of surfaces exists, although the correlation coefficient at one point is below one. With $\Delta_1=0.2$ nm and $\Delta_2=0.3$ nm, numerical diagonalisation of the joint covariance matrix on $12\times12$ points 1.5 nm apart gives a lowest eigenvalue of $-0.034$ nm$^2$, a negative variance. For $\rho=0.7$, $\gamma(0)=0.93$ is the largest value of $\gamma$, and the lowest eigenvalue is $+0.009$ nm$^2$.

\section{Noise that gives real heights}

Equation (\ref{colour}) gives real heights if $Z_i(-\mathbf q)=Z_i^*(\mathbf q)$. Draw independent real normal numbers $w_i(\mathbf r)$ of unit variance and set
\begin{equation}
Z_i(\mathbf q)=\frac1N\sum_{\mathbf r}w_i(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}.
\end{equation}
Then $\langle Z_i^*(\mathbf q)Z_i(\mathbf q')\rangle=N^{-2}\sum_{\mathbf r}e^{i(\mathbf q-\mathbf q')\cdot\mathbf r}=\delta_{\mathbf q\mathbf q'}$, and conjugate symmetry holds because $w_i$ is real. Four modes are their own partners: those whose components are each zero or $-\pi/a$. Their $Z$ is real with unit variance.

This distinction shows in the fourth moment. For an ordinary mode $\langle Z^2\rangle=0$, so $Z=(x+iy)/\sqrt2$ with independent unit normals $x,y$, and $\langle|Z|^4\rangle=\frac14(3+2+3)=2$. A real unit normal gives 3.

If independent complex noise with $\langle|Z|^2\rangle=1$ and $\langle Z^2\rangle=0$ is used at every wavevector, the synthesised fields $f_i$ are complex, with $\langle f_if_j\rangle=0$. Their real parts obey
\begin{equation}
\langle\mathrm{Re}f_i\,\mathrm{Re}f_j\rangle=\tfrac14\left(\langle f_i^*f_j\rangle+\langle f_if_j^*\rangle\right)=\tfrac12\,\mathrm{Re}\langle f_i^*f_j\rangle .
\end{equation}
Every covariance is halved. Multiplying the real parts by $\sqrt2$ repairs this, but the same factor applied to Hermitian noise would double the covariances.

An even grid has one more trap. The wavevectors $-\pi/a$ and $+\pi/a$ are the same on the grid, so the partner of $(-\pi/a,k)$ is $(-\pi/a,-k)$. A lateral offset $\mathbf d$ between the faces gives $S_{12}$ the phase $e^{-i\mathbf q\cdot\mathbf d}$. At these partners the phases are $e^{i\pi d_x/a}e^{\mp ikd_y}$, which are conjugate only if $e^{2\pi id_x/a}=1$, that is, if $d_x$ is a whole multiple of $a$. The other edge line sets the same condition on $d_y$. For a general offset the remedy, with $\bar{\mathbf q}$ the grid partner of $\mathbf q$, is
\begin{equation}
S_{12}(\mathbf q)\;\to\;\tfrac12\left[S_{12}(\mathbf q)+S_{12}^*(\bar{\mathbf q})\right].
\label{sym}
\end{equation}
The isotropic spectra used here take equal values at partners and need no change. The averaged spectral matrix is half the sum of two positive semidefinite matrices, so $|\gamma|\le1$ survives. Away from the edge lines nothing changes.

Take the spectra above with
\begin{equation}
\gamma(\mathbf q)=g_0e^{-q^2\ell^2/2}e^{-i\mathbf q\cdot\mathbf d},
\label{gamma}
\end{equation}
$g_0=0.9$, $\ell=1$ nm and $\mathbf d=(1,0.5)$ nm. On a $6\times6$ grid with 1.5 nm spacing the offset is a fraction of $a$. Feeding (\ref{colour}) one unit of real noise at a single point, without (\ref{sym}), then gives the upper face an imaginary height of up to 1.2\% of the largest real height on either face. At 0.25 nm spacing $\mathbf d=(4a,2a)$ and the fault is absent. For other offsets it would be negligible there, because the Gaussian factor is tiny at the band edge, 12.6 nm$^{-1}$.

The scheme is then as follows.
\begin{enumerate}
\item Tabulate $S_{11}$, $S_{22}$ and $S_{12}=\gamma\sqrt{S_{11}S_{22}}$, and apply (\ref{sym}).
\item Recompute $\gamma$ and confirm that $|\gamma|\le1$.
\item Transform two real white-noise arrays and divide by $N$.
\item Form $H_1,H_2$ from (\ref{colour}).
\item Apply the inverse transform, which contains the factor $1/N^2$, and divide by $a^2$, as (\ref{ft}) requires.
\end{enumerate}

\section{What the grid leaves out}

The synthesis reproduces the prescribed spectra inside the band $|q_x|,|q_y|\le\pi/a$, and nothing outside. For (\ref{exp}) the loss is appreciable. With $\mathbf x=\mathbf q\Lambda/\sqrt2$ and $u=\pi\Lambda/(\sqrt2a)$, the retained fraction of $\Delta^2$ on a large sample is
\begin{align}
f&=\frac1{2\pi}\int_{-u}^{u}\!\!dx\int_{-u}^{u}\!\!\frac{dy}{(1+x^2+y^2)^{3/2}}\nonumber\\
&=\frac1{2\pi}\int_{-u}^{u}\frac{2u\,dx}{(1+x^2)\sqrt{1+u^2+x^2}}
=\frac2\pi\arctan\frac{u^2}{\sqrt{1+2u^2}}.
\end{align}
The last step uses the antiderivative $2\arctan\left(ux/\sqrt{1+u^2+x^2}\right)$. For $u\gg1$ the missing part is $1-f\simeq2\sqrt2/(\pi u)=4a/(\pi^2\Lambda)$, which falls only linearly with the spacing.

Rescaling the heights to restore the variance would raise the long-wave spectrum, which was correct. If the heights are meant as point samples of a continuum surface, the proper input is the folded matrix $\sum_{\mathbf G}S_{ij}(\mathbf q+\mathbf G)$, with $\mathbf G$ running over multiples of $2\pi/a$ in each direction. For the second face at 0.25 nm spacing, folding multiplies the spectrum at $(\pi/a,0)$ by 2.9: a factor 2 from the equal contributions of $\pm\pi/a$, the rest from more distant terms. The band-limited choice is kept below.

The variance of the slope is $A^{-1}\sum q^2S$. Since $S\propto q^{-3}$ at large $q$, the sum grows linearly with the cutoff. The rms slope of the second face is 1.02 at 0.25 nm spacing and 1.50 at half that. The total rms slope of this model surface therefore has no meaning without a physical cutoff; gradients of its long-wave part do not depend on the grid.

\section{A pair of faces and its statistics}

Keep these spectra and the coherence (\ref{gamma}), and take $N=128$, $a=0.25$ nm, so the sample is 32 nm wide. The band retains 94.9\% and 93.3\% of the two variances, giving rms heights of 0.195 and 0.290 nm. An ensemble of $M=1000$ pairs was generated and transformed back.

For an ordinary mode the variance of $|Z|^2$ is $2-1=1$: a periodogram has 100\% relative scatter however large the sample. Averaging over $K$ independent modes, half of those in an annulus, and $M$ samples reduces it to $1/\sqrt{MK}$. The offset phase must be removed first, since its angular average is $J_0(qd)$ and would be mistaken for lost coherence. The results are:
\begin{center}
\begin{tabular}{cccc}
$q$ (nm$^{-1}$) & $|\gamma|$ found & $|\gamma|$ set & $1/\sqrt{MK}$\\
0.15--0.5 & 0.841 & 0.843 & 0.0100\\
0.5--1.0 & 0.658 & 0.660 & 0.0058\\
1.0--1.5 & 0.410 & 0.406 & 0.0044\\
1.5--2.5 & 0.122 & 0.125 & 0.0025
\end{tabular}
\end{center}
The last column is the relative standard error of an individual spectrum; the standard error of $|\gamma|$ is smaller. The individual spectra agree with their prescriptions within 0.5\% in the upper three bands. In the lowest both are about 1.5\% low, or 1.5 standard errors; the faces share most of their noise there, so the two deficits are not independent. The fourth moments are 2.00 for ordinary modes and 2.95 for the four real ones.

Coherence needs an ensemble or a band average. From one mode of one sample, $|H_1^*H_2|^2/(|H_1|^2|H_2|^2)=1$ whatever $\gamma$ is. With $n$ samples and $\gamma=0$, the estimate is the squared projection of a random direction in $n$ complex dimensions on a fixed one, with mean $1/n$. Ten samples give 0.101 averaged over $q>5$ nm$^{-1}$, where the set coherence is practically zero.

The height variance $v$ measured on one sample also fluctuates. For Gaussian heights the covariance of $h^2(\mathbf r)$ and $h^2(\mathbf r')$ is $2C^2(\mathbf r-\mathbf r')$, so
\begin{equation}
\mathrm{Var}\,v=\frac2{N^2}\sum_{\mathbf s}C^2(\mathbf s)=\frac2{A^2}\sum_{\mathbf q}S^2(\mathbf q).
\end{equation}
For the first face $v$ has a relative scatter of 8.3\%, as found in the ensemble. Forcing every sample to the nominal rms would suppress this genuine fluctuation. Subtracting each sample's mean height would remove the $\mathbf q=0$ mode, which carries 1.3\% of the mean of $v$.

In real space, $C_{12}(\mathbf d+\mathbf s)=A^{-1}\sum|S_{12}|e^{i\mathbf q\cdot\mathbf s}$ is largest at $\mathbf s=0$. The ensemble peak lies at $(1.0,0.5)$ nm, as set. Its height is 0.0216 nm$^2$ against 0.0218 set, low by about 1.5 standard errors. The correlation coefficient is 0.39 at the peak and 0.31 at zero lag, although long waves have a coherence above 0.8: the incoherent short waves carry much of the variance.

\section{Consequence for a thin channel}

The thickness change $h_2-h_1$ has the spectrum $S_t=S_{11}+S_{22}-2\,\mathrm{Re}\,S_{12}$. Its rms is 0.296 nm, against $\sqrt{0.195^2+0.290^2}=0.349$ nm for independent faces with the same spectra.

In a hard-wall film of thickness $t_0$ the lowest level is $E_1=\pi^2\hbar^2/(2m_\perp t_0^2)$. A uniform change of width shifts it by $-2E_1/t_0$ per unit thickness, and a potential energy $eFz$ adds $eF$ times the shift of the film centre. To first order in the heights and in $F$,
\begin{equation}
\delta E=\Bigl(\frac{2E_1}{t_0}+\frac{eF}2\Bigr)h_1-\Bigl(\frac{2E_1}{t_0}-\frac{eF}2\Bigr)h_2 .
\label{level}
\end{equation}
For $t_0=3$ nm and $m_\perp=0.9$ electron masses, $E_1=46.4$ meV. At $F=0$ the rms of $\delta E$ is $2\times46.4\times0.296/3=9.2$ meV, against 10.8 meV for independent faces.

Reading $\delta E(\mathbf r)$ as a map of local levels requires faces that vary slowly over a distance of at least $t_0$, and over a longer one if the in-plane mass is smaller than $m_\perp$. This example breaks that condition, since the correlation lengths, 2 and 1.5 nm, are below 3 nm. The energies here measure the strength of the roughness coupling; they are not a level map.

If $\delta E$ is nevertheless used as the scattering potential in lowest-order perturbation theory, the intrasubband rate for momentum transfer $\hbar\mathbf q$ is, at $F=0$, proportional to $S_t(\mathbf q)$. A field weights the faces unequally, and $S_t$ must then be replaced by the spectrum of (\ref{level}). An electron with in-plane mass $m_\parallel=0.19$ electron masses and kinetic energy $kT$ at 300 K is backscattered by $q=2\sqrt{2m_\parallel kT}/\hbar=0.72$ nm$^{-1}$. There $S_t/(S_{11}+S_{22})$ is 0.50 along $x$ and 0.38 along $y$. The offset causes the difference: its phase multiplies the cross term by $\cos(0.72)=0.75$ along $x$ and $\cos(0.36)=0.94$ along $y$.

These are round values in the rough regime of an ultrathin silicon-on-insulator channel, at its thin end. The coherence is an assumption, not a typical value; faces formed in separate process steps may have little, and the independent-face figures then apply. Real devices also break the hard-wall assumption. Solving the finite square well numerically, with a 3 eV barrier and equal mass on both sides, lowers $E_1$ to 39.8 meV and its response to thickness by about 20\%, so 9.2 meV becomes about 7.3 meV. A lighter barrier mass of 0.5 electron masses, nearer that of an oxide, gives 41.4 meV, a reduction of about 16\% and 7.7 meV.

A gate field of 0.3 MV/cm is not negligible: its term alone has an rms of 5.9 meV, about two thirds of the thickness term. The two are correlated through $\langle(h_2-h_1)(h_1+h_2)/2\rangle=(0.290^2-0.195^2)/2=0.023$ nm$^2$. The hard-wall total is about 8.7 meV if the field presses electrons against the smoother lower face, and 12.7 meV if it presses them against the upper one. Since $eFt_0=90$ meV exceeds $E_1$, these first-order totals are only estimates; terms of higher order in $F$ raise both by several per cent, to about 9.3 and 13.4 meV. The field is also taken as uniform, whereas the sheet density used below changes it by about 0.8 MV/cm across the electron layer, so a charged channel needs a self-consistent potential.

Screening is also left out. In Gaussian units a thin electron layer has $q_s=(2\pi e^2/\kappa)\,\partial n/\partial\mu$. For two valleys, $n=5\times10^{12}$ cm$^{-2}$, $\kappa=8$ and Fermi statistics at 300 K, $q_s=1.26$ nm$^{-1}$. The amplitude at 0.72 nm$^{-1}$ is then multiplied by $1/(1+q_s/q)=0.36$ and the rate by 0.13. Both factors are rough estimates. They use the long-wave response at a finite $q$ and a layer of zero thickness, although $qt_0$ is about 2; these two simplifications overstate the screening. The thermal response at this $q$ is 0.78 of its long-wave value and the form factor of the lowest hard-wall state is 0.67, which together raise the amplitude factor to about 0.52 and the rate factor to about 0.27. They also replace the film and its surroundings by one mean dielectric constant.

For slowly varying faces the second-order mean shift would be $3E_1\langle(h_2-h_1)^2\rangle/t_0^2=1.4$ meV. That is not an error estimate for the faces used here. The wave function cannot follow their short waves. A second-order expansion of the hard-wall boundary condition, with $m_\parallel=0.19$, gives about 18 meV at 0.25 nm spacing, some thirteen times larger and above the first-order rms. This figure has no limit for the model spectrum: with $S\propto q^{-3}$ it grows logarithmically with the cutoff, by about 5 meV for each halving of the spacing. It also depends on the mass ratio, falling to about 6 meV if the in-plane mass equals $m_\perp$. Atomic steps of roughly 0.14 nm, if heights are rounded to them, add an rms error of $0.14/\sqrt{12}=0.04$ nm. The step itself is comparable with the rms height, so a Gaussian surface cannot describe the local profile of such a face.
